# Least On-Resistance of an Ideal Superjunction at Fixed Critical Field

A power switch must block a high voltage when off and conduct with little resistance when on. In a uniformly doped drift layer these demands collide: the dopants that supply carriers in the on-state are space charge in the off-state, and their charge makes the vertical field uneven. A superjunction divides the layer into alternating n and p columns. Their opposite charges cancel on average, so much more doping can be used if the columns are narrow compared with the layer's thickness. How low can the resistance then go, at a given blocking voltage and column width?

## The model and the theorem

Each column has width $w$, length $L$ and doping density $N$: donors in the n columns, acceptors in the p columns. The dopants are fully ionized. The permittivity $\varepsilon$ and electron mobility $\mu$ are uniform and isotropic.

Let $y$ run along the columns, from a p$^+$ plate at $y=0$ to an n$^+$ plate at $y=L$. In blocking, the plates have potentials $0$ and $V$. Let $x$ run across the columns, with $x=0$ at the centre of an n column. Junctions lie at $x=\pm w/2$, and the period is $2w$. The built-in potential is neglected beside $V$.

I use $\mathbf F=\nabla\phi$, which is minus the electric field, so that $F_y$ is normally positive in blocking. Two field scales describe a design:

$$E_0=\frac VL,\qquad E_x=\frac{qNw}{2\varepsilon}.$$

The first is the mean vertical field. The second is the lateral field at a junction far from the plates: there $\phi$ has curvature $-qN/\varepsilon$ across an n column, $F_x$ vanishes at its centre by symmetry, and so $|F_x|=(qN/\varepsilon)(w/2)$ at its edge.

A design is called admissible if its columns are fully depleted at $V$ and $|\mathbf F|\le E_c$ everywhere, with $E_c$ a fixed critical field. This local criterion replaces the ionization integral that governs real avalanche breakdown.

**Theorem.** Let $V\gg wE_c$. Up to corrections exponentially small in $L/w$, every admissible design has specific on-resistance

$$R\ \ge\ C\,\frac{Vw}{\varepsilon\mu E_c^2},\qquad C=\frac{32G}{\pi^2}\approx2.97,$$

where $G=\sum_{k\ge0}(-1)^k/(2k+1)^2\approx0.916$ is Catalan's constant. Equality is reached at

$$E_0=\frac{E_c}{2},\qquad E_x=\frac{E_c}{2a},\qquad a=\frac{8G}{\pi^2}\approx0.742.$$

The condition on $V$ guarantees long columns: since the mean vertical field cannot exceed $E_c$, every admissible design has $L\ge V/E_c\gg w$. The resistance counted is that of the drift layer alone, without channel, substrate or current spreading. The flat p$^+$ plate is an idealization of the blocking state: a real transistor has a channel opening above the n column. The value of $C$ and the position of the optimum come from the field peak at this plate, which decays within about $w/\pi$ of it. They belong to this end geometry and to the local field criterion, not to real devices in general.

## Lemma 1: resistance in terms of the two fields

**Lemma.** $R=Vw/(\varepsilon\mu E_0E_x)$.

**Proof.** Electrons flow along the n columns. For a depth $Z$ normal to the drawing, one n column has resistance $L/(q\mu NwZ)$. It serves a cell of area $2wZ$, since the p column beside it does not conduct. Resistance times area is

$$R=\frac{L}{q\mu NwZ}\,2wZ=\frac{2L}{q\mu N}.$$

The definitions give $L=V/E_0$ and $qN=2\varepsilon E_x/w$. Therefore

$$R=\frac{2V}{E_0\,\mu}\,\frac{w}{2\varepsilon E_x}=\frac{Vw}{\varepsilon\mu E_0E_x}.\qquad\blacksquare$$

The scaling is already visible. The vertical field sets the length, the lateral field sets the doping, and each can be at most of order $E_c$. Narrow columns help because the same lateral field then supports more doping. What remains is to find how the two fields compete for the same limit.

## Lemma 2: the field made by the column charge

Write $\phi=E_0y+\psi$. The linear part carries the whole applied voltage, so $\psi=0$ on both plates, while $\nabla^2\psi=-\rho/\varepsilon$ with $\rho=\pm qN$.

**Lemma.** For long columns, $\partial_y\psi=aE_x$ at the centre of an n column on the p$^+$ plate.

**Proof.** The charge is an even square wave of period $2w$. Its cosine coefficient of order $m$ is

$$\rho_m=\frac{2qN}{w}\left[\int_0^{w/2}-\int_{w/2}^{w}\right]\cos\frac{m\pi x}{w}\,dx=\frac{4qN}{m\pi}\sin\frac{m\pi}{2}.$$

It vanishes for even $m$ and equals $4qN(-1)^k/(m\pi)$ for $m=2k+1$. Put $\kappa_m=m\pi/w$ and $\psi=\sum_m\psi_m(y)\cos\kappa_mx$. Poisson's equation becomes

$$\psi_m''-\kappa_m^2\psi_m=-\frac{\rho_m}{\varepsilon}.$$

The solution that vanishes at both plates is

$$\psi_m=\frac{\rho_m}{\varepsilon\kappa_m^2}\left[1-\frac{\cosh\kappa_m(y-L/2)}{\cosh(\kappa_mL/2)}\right].$$

Differentiation at $y=0$, where the hyperbolic sine is negative, gives

$$\psi_m'(0)=\frac{\rho_m}{\varepsilon\kappa_m}\tanh\frac{\kappa_mL}{2}.$$

For $L\gg w$ the hyperbolic tangent is one, with an error of about $2e^{-\pi L/w}$ in the first harmonic. Also

$$\frac{\rho_m}{\varepsilon\kappa_m}=\frac{4qN(-1)^k}{m\pi\varepsilon}\frac{w}{m\pi}=\frac{8E_x}{\pi^2}\frac{(-1)^k}{m^2}.$$

At $x=0$ all cosines are one, and the sum over $m$ is $8GE_x/\pi^2=aE_x$. $\blacksquare$

Physically, positive donor charge beside the negative plate strengthens the field there. Because $\psi$ is symmetric about $y=L/2$, its vertical derivative has the opposite sign at the other plate. The n column therefore has a raised field at p$^+$ and a lowered field at n$^+$; for the p column the two ends change places.

## Lemma 3: the extreme fields

**Lemma.** For long columns,

$$E_0-aE_x\le F_y\le E_0+aE_x,$$

with both bounds attained on the plates, and

$$F_{\max}=\max\left[E_0+aE_x,\ \sqrt{E_0^2+E_x^2}\right].$$

**Proof.** The charge does not depend on $y$, so differentiating Poisson's equation gives $\nabla^2F_y=0$ throughout the layer, junctions included. A harmonic function takes its extremes on the boundary, here the plates. On the p$^+$ plate, with $\theta=\pi x/w$, the series of Lemma 2 gives

$$\partial_x\partial_y\psi=-\frac{8E_x}{\pi w}\sum_{k\ge0}\frac{(-1)^k\sin(2k+1)\theta}{2k+1}.$$

The sum is the imaginary part of $\arctan e^{i\theta}$, namely

$$\frac14\ln\frac{1+\sin\theta}{1-\sin\theta},$$

which is positive for $0<\theta<\pi$ (and has an integrable singularity at the junction). Hence $\partial_y\psi$ falls steadily from the n centre to the p centre. Its value is $aE_x$ at the first and, since every cosine changes sign, $-aE_x$ at the second. The other plate gives the same two extremes with the centres exchanged. This proves the bounds on $F_y$.

For the magnitude, consider one column. Its charge is constant, so both components of $\mathbf F$ are harmonic inside it, and

$$\nabla^2|\mathbf F|^2=2|\nabla F_x|^2+2|\nabla F_y|^2\ge0.$$

The maximum of $|\mathbf F|$ thus lies on a plate or a junction. On a plate $F_x=0$, and the largest magnitude is $E_0+aE_x$. On a junction every $\cos\kappa_mx$ vanishes, so $F_y=E_0$, while

$$|F_x|=\frac{8E_x}{\pi^2}\sum_{m\ \mathrm{odd}}\frac1{m^2}\left[1-\frac{\cosh\kappa_m(y-L/2)}{\cosh(\kappa_mL/2)}\right]\le E_x.$$

The inequality holds because each bracket lies between zero and one and $\sum_{m\ \mathrm{odd}}m^{-2}=\pi^2/8$. Far from the plates the brackets tend to one, so the junction maximum is $\sqrt{E_0^2+E_x^2}$ for long columns. $\blacksquare$

## Lemma 4: the condition for full depletion

**Lemma.** In the depletion approximation, the columns are fully depleted at $V$ if and only if $E_0\ge aE_x$.

**Proof.** If $E_0\ge aE_x$, Lemma 3 gives $F_y\ge0$ everywhere. The potential then rises steadily from $0$ to $V$ on each vertical line. Nowhere does it exceed $V$, so no pocket attracts electrons from the n$^+$ plate. Nowhere is it below $0$, so no pocket attracts holes from the p$^+$ plate.

If $E_0<aE_x$, then $F_y<0$ at the n centre on the n$^+$ plate. Moving into the column from that plate, the potential first rises above $V$. Electrons have lower energy there than in the plate and fill the pocket, so the assumed fixed charge is not the true state. $\blacksquare$

## Proof of the theorem

By Lemma 1, minimizing $R$ means maximizing $E_0E_x$. The plate field in Lemma 3 requires $E_0+aE_x\le E_c$. The product of two positive numbers is at most the square of their mean, hence

$$aE_0E_x\le\left(\frac{E_0+aE_x}{2}\right)^2\le\frac{E_c^2}{4}.$$

Therefore $E_0E_x\le E_c^2/(4a)$, and

$$R\ge4a\,\frac{Vw}{\varepsilon\mu E_c^2},\qquad 4a=\frac{32G}{\pi^2}=C.$$

Equality needs $E_0=aE_x=E_c/2$. This design must also meet the other conditions. Its junction field is

$$\sqrt{E_0^2+E_x^2}=\frac{E_c}{2}\sqrt{1+\frac1{a^2}}\approx0.839\,E_c,$$

which is below the limit. It satisfies Lemma 4 with equality. The design is admissible, and the bound is attained. $\blacksquare$

**Remark 1: no depletion margin.** At the optimum, depletion is completed just as the critical field is reached. Suppose instead that $E_0=fE_c$ with $1/2\le f<1$, and that the plate field still equals $E_c$. Then $E_x=(1-f)E_c/a$, and $R$ exceeds its minimum by the factor $1/[4f(1-f)]$. Depletion is complete at the voltage $aE_xL$, which is the fraction $(1-f)/f$ of $V$. With $f=0.6$ it is complete at two thirds of $V$, for a resistance penalty of about 4%. Partly depleted designs lie outside the theorem.

**Remark 2: what the prefactor depends on.** If only the junction field at mid-height is limited, the condition is $E_0^2+E_x^2\le E_c^2$. The largest product is then $E_c^2/2$, at $E_0=E_x=E_c/\sqrt2$, and the coefficient is $2$. By Lemma 3 that design has a plate field $(1+a)E_c/\sqrt2\approx1.23E_c$, so it breaks the stated criterion by 23%. The group $Vw/(\varepsilon\mu E_c^2)$ is common to both criteria; the number before it is not.

**Remark 3: a varying critical field.** The exponents assume constant $E_c$ and $\mu$. If, for example, $E_c$ varied as $w^{-p}$ at fixed $V$, the same formula would give $R\propto w^{1+2p}$. A calculation with ionization integrals can therefore show different apparent powers of $V$ and $w$.

## Comparison with a uniformly doped layer

Let the field in a one-dimensional n layer fall linearly from $E_c$ at the blocking junction to $rE_c$ at the far contact, with $0\le r<1$. Gauss's law and the area under the field give

$$qN=\frac{\varepsilon(1-r)E_c}{L},\qquad V=\frac{(1+r)E_cL}{2}.$$

The whole area conducts, so $R_{1D}=L/(q\mu N)=L^2/[\varepsilon\mu(1-r)E_c]$. Inserting $L=2V/[(1+r)E_c]$ yields

$$R_{1D}=\frac{4V^2}{\varepsilon\mu E_c^3\,(1+r)^2(1-r)}.$$

The derivative of $(1+r)^2(1-r)$ is $(1+r)(1-3r)$. The maximum is at $r=1/3$ and equals $32/27$. The best uniformly doped layer has

$$R_{1D}=\frac{27}{8}\frac{V^2}{\varepsilon\mu E_c^3},\qquad \frac{R_{1D}}{R}=\frac{27}{8C}\frac{V}{wE_c}.$$

One power of $V/E_c$ has been replaced by the column width. In the uniform layer a higher voltage requires both greater length and lower doping; in the superjunction it requires greater length, while the doping is fixed by $w$.

The long-column formulas cross at $V=8CwE_c/27\approx0.88wE_c$. There $L=2V/E_c\approx1.8w$, so the assumption $V\gg wE_c$ is not met and the crossing is an estimate.

## A worked example

Take round wide-gap parameters, not those of a named material: $V=5000$ V, $w=2.0\times10^{-6}$ m, relative permittivity 10, $\mu=0.080$ m$^2$/(V s) and $E_c=2.5\times10^8$ V/m. Then $\varepsilon=8.854\times10^{-11}$ F/m. The optimum fields are

$$E_0=1.25\times10^8\ \mathrm{V/m},\qquad E_x=\frac{2.5\times10^8}{2(0.7425)}=1.684\times10^8\ \mathrm{V/m}.$$

The length is $L=5000/(1.25\times10^8)=4.0\times10^{-5}$ m, or $20w$. The doping is

$$N=\frac{2(8.854\times10^{-11})(1.684\times10^8)}{(1.602\times10^{-19})(2.0\times10^{-6})}=9.30\times10^{22}\ \mathrm{m^{-3}}.$$

The resistance is

$$R=\frac{2.970\,(5000)(2.0\times10^{-6})}{(8.854\times10^{-11})(0.080)(2.5\times10^8)^2}=6.71\times10^{-8}\ \Omega\,\mathrm{m^2},$$

or $0.671$ m$\Omega$ cm$^2$. The best uniform layer has $7.62\times10^{-7}$ $\Omega$ m$^2$, which is 11.4 times as much. Grading the doping of a one-dimensional layer lowers its coefficient from $27/8$ to $3$ at best and leaves the $V^2$ scaling unchanged; the ratio would then be about 10.1.

A finite-difference solution of Poisson's equation for this design, made without the Fourier series, gives a peak field of $0.9993E_c$, a mid-height junction field of $0.8388E_c$ and a smallest vertical field of $0.0007E_c$. The last is zero within the grid error, as the depletion border requires.

A numerical search over length and doping was also made for three other parameter sets, listed in the numerical output. Each gives $C=2.963$, which is 0.2% below the formula, and $E_0/E_c=0.499$. The search limits only the peak field and does not impose full depletion; $0.499$ equals $1/2$ within its tolerance of $0.002$. The equal values are expected: in scaled units only $V/(wE_c)$ can distinguish the three problems. It is 2.5, 3 and 3, so the last two are the same scaled problem. Its effect is exponentially small for long columns, and their grids have the same scaled spacing at the optimum.

At the estimated crossover of 440 V, the searched superjunction resistance is 0.989 of the uniform one. Most of this 1.1% difference follows from Lemma 2: at $L\approx1.8w$ the hyperbolic tangent of the first harmonic lowers the plate coefficient by about 0.9%. The grid offset of 0.2% has the same sign.

## Where narrowing stops helping

In the on-state the built-in potential $V_{bi}$ still depletes a strip of width $x_n$ on each side of a junction. The field is a triangle of height $qNx_n/\varepsilon$ and base $2x_n$, so

$$V_{bi}=\frac{qNx_n^2}{\varepsilon},\qquad x_n=\sqrt{\frac{\varepsilon V_{bi}}{qN}}.$$

The conducting width falls from $w$ to $w-2x_n$, which multiplies $R$ by $1/(1-2x_n/w)$. Inserting $qN=2\varepsilon E_x/w$ gives

$$\frac{2x_n}{w}=\sqrt{\frac{w_0}{w}},\qquad w_0=\frac{2V_{bi}}{E_x}.$$

At $w=w_0$ the n column is pinched off without applied voltage. With $s=\sqrt{w_0/w}$, the corrected resistance varies as $w/(1-s)=w_0/[s^2(1-s)]$. The denominator is largest when $2s-3s^2=0$, or $s=2/3$. With $E_0$ and $E_x$ held at the values found above, narrowing below $w=9w_0/4$ raises the resistance.

For $V_{bi}=3.0$ V the example has $x_n=0.1335\times10^{-6}$ m. The factor is $1.15$, and the corrected resistance is $7.74\times10^{-8}$ $\Omega$ m$^2$. Pinch-off occurs at $w_0=0.036\times10^{-6}$ m, so the turning point is near $0.08\times10^{-6}$ m. The doping there would be about 25 times that of the example, and constant $\mu$ and $E_c$ would be doubtful.

**Remark 4: charge imbalance.** Let the donor density be $N(1+\delta)$ with small $\delta$, while the acceptor density stays $N$. The laterally averaged charge is $qN\delta/2$, so the averaged vertical field changes from one plate to the other by

$$\frac{qN\delta L}{2\varepsilon}=\frac{E_x\delta L}{w}.$$

At fixed $V$ its mean stays $E_0$, and one end is raised by half of this amount. For $E_x=E_c/(2a)$ and $L=20w$, an imbalance of 1% gives a total change of about $0.13E_c$ and raises one end by about $0.07E_c$. The other end is lowered by the same amount. The optimum can accept neither change: the raised end exceeds $E_c$, and the lowered end is no longer fully depleted. A design with lower $E_x$ can keep a margin both below $E_c$ and above zero vertical field. For fixed margins and fixed $E_x$, the permitted imbalance shrinks approximately as $w/L$: columns that are narrow for their length lower the resistance at the price of tighter doping control.

## Table of computed values

```
Catalan constant G = 0.915966
End-field coefficient a, formula = 0.74245
End-field coefficient a, Poisson grid = 0.74141
Resistance coefficient C, formula = 2.9698
Search 1: V = 1000 V, w = 1 um, eps_r = 10
  mu = 0.10 m^2/(V s), Ec = 4.0e+08 V/m
  C found = 2.9633, E0/Ec found = 0.499
Search 2: V = 3000 V, w = 5 um, eps_r = 9
  mu = 0.05 m^2/(V s), Ec = 2.0e+08 V/m
  C found = 2.9633, E0/Ec found = 0.499
Search 3: V = 600 V, w = 2 um, eps_r = 12
  mu = 0.14 m^2/(V s), Ec = 1.0e+08 V/m
  C found = 2.9633, E0/Ec found = 0.499
Example: blocking voltage V = 5000 V
Column width w = 2.0 um
Relative permittivity = 10.0
Permittivity eps = 8.8542e-11 F/m
Mobility mu = 0.080 m^2/(V s)
Critical field Ec = 2.500e+08 V/m
Mean vertical field E0 = 1.250e+08 V/m
Lateral junction field Ex = 1.6836e+08 V/m
Column length L = 40.0 um
Column doping N = 9.304e+22 m^-3
Grid peak field / Ec = 0.9993
Grid mid-height junction field / Ec = 0.8388
Grid smallest vertical field / Ec = 0.0007
Superjunction resistance R = 6.708e-08 ohm m^2
Superjunction resistance R = 0.671 mohm cm^2
Best planar resistance = 7.624e-07 ohm m^2
Best planar resistance = 7.624 mohm cm^2
Planar / superjunction resistance = 11.36
Crossover voltage, long-column formula = 440 V
Superjunction / planar there, search = 0.9886
Mid-height-only coefficient = 2.0000
Its grid peak field / Ec = 1.2314
Built-in potential Vbi = 3.0 V
Built-in depletion per side x_n = 0.1335 um
Built-in resistance factor = 1.1541
Corrected resistance = 7.742e-08 ohm m^2
Pinch-off column width = 0.0356 um
```
